# Why a diagonal lattice step is stiff although rearranging it costs nothing

## Question

I am stuck on an exercise about steps on a crystal surface. The surface is a square lattice of spacing $a$, and a step is a chain of nearest-neighbour edges, each costing energy $\varepsilon$. I am asked to count the shortest chains between two points and so show that a step running at 45° to the close-packed rows has low-temperature stiffness $\sqrt2\,kT/a$, "although its energetic kink cost vanishes".

Two things bother me. A diagonal step is nothing but kinks, and a kink costs $\varepsilon$, so how can the kink cost vanish? And if it does vanish, what resists bending? I can write down the binomial coefficient, but I don't see how a stiffness comes out of it.

## Answer

The quoted phrase is loose. A kink added to a straight close-packed step does cost $\varepsilon$, because it adds one edge. A diagonal step already contains its kinks: they are forced by its direction and paid for in its energy. What vanishes is the energy change when those kinks are rearranged between fixed ends. The resistance to bending is then entropic, as in an ideal polymer chain.

### Counting the chains

Let the ends be separated by $m$ edges along $x$ and $n$ along $y$, both positive. A chain needs at least $m$ edges to the right and $n$ upward, so the shortest chains have $M=m+n$ edges. Each edge separates one occupied site from one empty neighbour, so it cuts one nearest-neighbour bond. All shortest chains therefore have the same energy $\varepsilon M$. They differ only in the order of the edges, and their number is

$$\Omega=\binom{m+n}{m}=\frac{(m+n)!}{m!\,n!}.$$

A longer chain needs extra edges in pairs, one backward and one forward to compensate. Each pair costs a factor $w^2$, with $w=e^{-\varepsilon/kT}$. For $kT\ll\varepsilon$ I drop these chains now and estimate their effect below. The free energy is then

$$F=\varepsilon(m+n)-kT\ln\Omega .$$

For a long step, use $\ln N!\simeq N\ln N-N$. The linear terms cancel, since $-(m+n)+m+n=0$, leaving

$$\ln\Omega\simeq(m+n)\ln(m+n)-m\ln m-n\ln n .$$

Let the step have length $L$ and angle $\theta$ from the $x$ axis. With $c=\cos\theta$ and $s=\sin\theta$, we have $m=Lc/a$ and $n=Ls/a$. The terms containing $\ln(L/a)$ have total coefficient $(L/a)[(c+s)-c-s]=0$. Dividing $F$ by $L$ gives the step free energy per length:

$$\beta(\theta)=\frac{\varepsilon}{a}(c+s)-\frac{kT}{a}S,\qquad S=(c+s)\ln(c+s)-c\ln c-s\ln s .$$

### From free energy to stiffness

The stiffness is $\tilde\beta=\beta+\beta''$, with primes for $d/d\theta$. To see why this combination matters, take a step of projected length $X$ along its mean direction and displace one end sideways by $y$. The step tilts by $\varphi$, with $t=\tan\varphi=y/X$, and its length becomes $X/\cos\varphi$. To second order $\varphi\simeq t$ and $1/\cos\varphi\simeq1+t^2/2$, so

$$F=X\left(1+\tfrac12t^2\right)\left(\beta+\beta't+\tfrac12\beta''t^2\right)\simeq X\left[\beta+\beta't+\tfrac12(\beta+\beta'')t^2\right].$$

At 45° symmetry gives $\beta'=0$. Hence

$$F(y)=F(0)+\frac{\tilde\beta\,y^2}{2X}. \tag{1}$$

Now apply this to $\beta(\theta)$. The energy term drops out at once, because $(c+s)''=-(c+s)$. Geometrically, the energy is linear in $m$ and $n$: bending the step between fixed ends leaves both totals unchanged, as long as no part of it turns backward.

For the entropy, note that $g=c$, $g=s$ and $g=c+s$ all obey $g''=-g$. For any such $g$,

$$(g\ln g)'=g'\ln g+g',\qquad (g\ln g)''=-g\ln g+\frac{g'^2}{g}-g,$$

and therefore $g\ln g+(g\ln g)''=g'^2/g-g$. The three terms of $S$ give

$$S+S''=\left[\frac{(c-s)^2}{c+s}-(c+s)\right]-\left[\frac{s^2}{c}-c\right]-\left[\frac{c^2}{s}-s\right]
=\frac{(c-s)^2}{c+s}-\frac{c^3+s^3}{cs}.$$

Use $(c-s)^2=1-2cs$, $c^3+s^3=(c+s)(1-cs)$ and $(c+s)^2=1+2cs$. Over the common denominator $cs(c+s)$, the numerator is

$$cs(1-2cs)-(1+2cs)(1-cs)=cs-2c^2s^2-1-cs+2c^2s^2=-1 .$$

Since $S$ enters $\beta$ with a minus sign,

$$\tilde\beta(\theta)=\frac{kT}{a}\,\frac{1}{\sin\theta\cos\theta\,(\sin\theta+\cos\theta)} . \tag{2}$$

At 45°, $cs=1/2$ and $c+s=\sqrt2$, so

$$\boxed{\tilde\beta(45^\circ)=\sqrt2\,\frac{kT}{a}}$$

As a numerical test, I differentiated the factorial form of $F$ twice in angle for $L=10^6a$, without Stirling's formula. At 20° this gives 2.4277 in units of $kT/a$, against 2.4276 from (2); at 45° both give 1.4142.

### The same result from a random walk

This route shows what resists bending. Each edge of a diagonal step advances by $a/\sqrt2$ along the diagonal and moves by $+a/\sqrt2$ or $-a/\sqrt2$ across it. Fix one end and let the other slide sideways at fixed $X$. All $2^M$ sequences have the same energy, so the signs are independent and equally likely. Then

$$X=\frac{Ma}{\sqrt2},\qquad \langle y^2\rangle=\frac{Ma^2}{2},\qquad \frac{\langle y^2\rangle}{X}=\frac{a}{\sqrt2}.$$

Equation (1) gives a Gaussian probability $\propto\exp[-\tilde\beta y^2/(2XkT)]$, whose variance is $kTX/\tilde\beta$. Equating the two variances gives $kT/\tilde\beta=a/\sqrt2$, the same stiffness.

So displacing the end costs free energy because fewer sequences reach a displaced end. The stiffness is proportional to $T$, but so is the thermal agitation, and the wandering is independent of temperature in this regime.

### Contrast with a straight step

Along a close-packed row, the step can wander only by creating kinks that its direction does not require. Let it jump by $ha$ between neighbouring columns, with $h$ any integer and weight $w^{|h|}$, and neglect overhangs. The sums are

$$\sum_h w^{|h|}=\frac{1+w}{1-w},\qquad \sum_h h^2w^{|h|}=\frac{2w(1+w)}{(1-w)^3},$$

so $\langle h^2\rangle=2w/(1-w)^2$. Each column contributes variance $a^2\langle h^2\rangle$ over a length $a$, and

$$\tilde\beta(0)=\frac{kT}{a\langle h^2\rangle}=\frac{kT}{a}\,\frac{(1-w)^2}{2w}.$$

This grows exponentially on cooling, whereas the diagonal stiffness of the nearest-neighbour model falls linearly. Equation (2) instead diverges as $\theta\to0$ at fixed $T$. It applies while the density of forced kinks, $\tan\theta$ per column, greatly exceeds the density of thermal ones, about $2w$. The low-temperature limit must therefore be taken at a fixed nonzero angle.

### How low must the temperature be?

The first correction comes from chains with one backward edge. Take one left edge, $m+1$ right edges and $n$ up edges. The left edge may not touch a right edge in the sequence, or the chain would retrace itself. No other self-crossing is possible, since a closed loop would need both a left and a down edge.

- If the left edge is inside the chain, it sits between two up edges. There are $M$ gaps, and the other $M-1$ edges can be ordered in $\binom{M-1}{n-2}$ ways.
- If it is at one of the two ends, its neighbour is an up edge. This gives $2\binom{M}{n-1}$ chains.

Dividing by $\Omega$ gives

$$\frac{n(n-1)}{m+1}+\frac{2n}{m+1}=\frac{n(n+1)}{m+1}.$$

Adding the chains with one down edge, obtained by exchanging $m$ and $n$, gives the ratio

$$r=\frac{n(n+1)}{m+1}+\frac{m(m+1)}{n+1}.$$

For $m=n=4$ this is 8. Exhaustive enumeration gives 70 shortest chains and 560 with one backward edge, which agrees.

The free energy changes by $-kTw^2r$ to order $w^2$. For a long step $r\simeq n^2/m+m^2/n=M^3/(mn)-3M$. Displace the end by setting $m=M/2+j$ and $n=M/2-j$, so that $|y|=\sqrt2\,a|j|$. Then $mn=M^2/4-j^2$ and

$$r\simeq\frac{4M}{1-4j^2/M^2}-3M\simeq M+\frac{16j^2}{M}=M+\frac{8y^2}{\sqrt2\,aX},$$

where the last step uses $j^2=y^2/(2a^2)$ and $M=\sqrt2X/a$. Comparing $-kTw^2$ times the $y^2$ term with $\Delta\tilde\beta\,y^2/(2X)$ gives $\Delta\tilde\beta=-8\sqrt2\,w^2kT/a$, or

$$\tilde\beta(45^\circ)=\sqrt2\,\frac{kT}{a}\left[1-8w^2+O(w^4)\right].$$

Separate islands need at least four edges and so enter at order $w^4$.

### What second-neighbour bonds do

The equal energy of all shortest chains holds for nearest-neighbour bonds. Four sites meet at each vertex of the chain, forming two diagonal pairs. Where the chain runs straight, both pairs are cut. At a corner one site faces three of the other kind, and one pair is cut. For the 70 chains above, with one flat edge added at each end, the number of cut second-neighbour bonds ranges from 10 to 16, while the number of cut nearest-neighbour bonds is 10 for all of them.

Absorb the straight-chain cost into $\varepsilon$ and give each corner an energy $\delta$. Attractive second-neighbour bonds mean $\delta<0$. With $u=e^{-\delta/kT}$, successive edges turn with probability $u/(1+u)$ and continue straight with probability $1/(1+u)$. The correlation between the transverse signs of neighbouring edges is $\rho=(1-u)/(1+u)$, and between edges $k$ apart it is $\rho^k$. For a long chain,

$$\langle y^2\rangle=\frac{Ma^2}{2}\left(1+2\sum_{k\ge1}\rho^k\right)=\frac{Ma^2}{2}\,\frac{1+\rho}{1-\rho}=\frac{Ma^2}{2u}.$$

The variance is divided by $u$, so the stiffness is multiplied by it:

$$\tilde\beta(45^\circ)=\sqrt2\,\frac{kT}{a}\,e^{-\delta/kT}.$$

Attraction favours a regular sawtooth and makes the step stiffer. The result $\sqrt2\,kT/a$ therefore needs $|\delta|\ll kT\ll\varepsilon$, and the first inequality fails once $kT$ is no longer large compared with $|\delta|$. For $|\delta|=0.02$ eV that is already so at room temperature, where $kT\approx0.026$ eV.

### Numbers

Take $a=0.25$ nm, $\varepsilon=0.13$ eV and $T=300$ K, so $kT=0.02585$ eV and $w=e^{-5.029}=6.55\times10^{-3}$. Then

$$\tilde\beta(45^\circ)=\frac{1.4142\times0.02585\ \text{eV}}{0.25\ \text{nm}}=0.146\ \text{eV/nm}\quad(23.4\ \text{pN}).$$

The energy of the diagonal step is $\sqrt2\,\varepsilon/a=0.735$ eV/nm, so its kinks are far from free. At 45° $S=\sqrt2\ln2$, which lowers the free energy to $\sqrt2(\varepsilon-kT\ln2)/a=0.634$ eV/nm. With the same parameters a straight step has stiffness 7.79 eV/nm, 53 times larger.

Now pin both ends of a diagonal step of 560 edges, for which $X=560\times0.25/\sqrt2=99.0$ nm. By (1) each half acts on the midpoint as a spring of constant $\tilde\beta/(X/2)$. Together they give $4\tilde\beta/X$, so the rms displacement is

$$\sqrt{\frac{kT\,X}{4\tilde\beta}}=\sqrt{\frac{0.1768\times99.0}{4}}\ \text{nm}=2.09\ \text{nm}.$$

A direct sum over the shortest chains also gives 2.09 nm.

At fixed $\varepsilon$, the relative loss $8w^2$ is 0.03% at 300 K and 5% at 600 K. At 900 K it is 28%, and higher orders in $w$ begin to matter.

These parameters are rough values in the regime of Cu(001), where the diagonal step runs along ⟨100⟩. One assumption to question there is the neglect of any corner energy. Second-neighbour bonds contribute to it, and so do interactions among three sites forming a right angle, so $\delta$ stands for their combined effect. An assumed $\delta=-0.02$ eV multiplies the room-temperature stiffness by 2.17, to 0.317 eV/nm, and about $-0.018$ eV is enough to double it. If the corner energy is of this size, the nearest-neighbour value is too low by about a factor of two. This $\delta$ is an illustration, not a value derived for copper, and the factor is exponential in it: $-0.036$ eV already gives four. A kink on a straight step adds one edge and two corners, so it now costs $\varepsilon+2\delta$, and the edge energy and the kink energy are no longer the same number. With $\varepsilon=0.13$ eV and $\delta=-0.02$ eV the kink costs about 0.09 eV, the straight-step stiffness drops from 7.79 to about 1.7 eV/nm (5.5 times the diagonal value instead of 53), and the thermal loss at 600 K rises from 5% to about 13%. Collisions with neighbouring steps should be rare when all the steps are pinned at both ends as above: on an assumed 10 nm terrace, a step with one free end reaches an rms displacement equal to the terrace width over $\ell^2\tilde\beta/kT=100/0.1768\approx566$ nm, and the gap between two such steps, both wandering, does so over half that, 283 nm. Both exceed the 99 nm considered. Two pinned steps of 560 edges at this spacing touch with probability about 0.4%, while two steps with free ends touch with probability about 9%. Elastic interactions between steps and lattice vibrations are left out. The remaining figures are in the numerical output below.

## Numbers as computed

```
COUNTS AND TESTS
shortest chains to (4,4): 70
chains with one backward edge to (4,4): 560
first-neighbour bonds cut, all (4,4) chains: [10]
second-neighbour bonds cut, range: 10 to 16
(bond counts include one added flat edge at each end)
angle (deg), stiffness from counts, from formula (kT/a):
  20  2.4277  2.4276
  30  1.6906  1.6906
  45  1.4142  1.4142
  65  1.9647  1.9646
energy share of 45 deg stiffness, eps=5kT: 1.5e-05 kT/a
45 deg stiffness from end shift: 1.4141 kT/a
coefficient of w^2 in relative loss: 7.999
EXAMPLE INPUTS (rough model values)
lattice spacing a = 0.25 nm
edge energy eps = 0.13 eV
temperature T = 300 K
assumed corner energy delta = -0.02 eV
assumed terrace width = 10 nm
EXAMPLE RESULTS
kT = 0.02585 eV
eps/kT = 5.029
w = exp(-eps/kT) = 6.548e-03
diagonal stiffness = 0.1462 eV/nm
diagonal stiffness = 23.43 pN
diagonal step energy = 0.7354 eV/nm
diagonal step free energy = 0.6340 eV/nm
straight-step stiffness = 7.793 eV/nm
straight/diagonal stiffness = 53.3
kT/stiffness, diagonal = 0.1768 nm
pinned step: 560 edges, length 98.99 nm
midpoint rms, exact count = 2.094 nm
midpoint rms, formula = 2.092 nm
NEGLECTED EFFECTS
T (K), stiffness (eV/nm), relative loss 8w^2:
  300  0.1462  3.43e-04
  600  0.2925  5.24e-02
  900  0.4387  2.80e-01
corner factor exp(-delta/kT) = 2.168
stiffness with corner energy = 0.3170 eV/nm
same from weighted recursion = 0.3169 eV/nm
corner energy that doubles stiffness = -0.0179 eV
length to wander one terrace width = 566 nm
```
